# Pulay stress: why analytic pressure differs from the fixed-cutoff energy slope: test program

```python
"""Pulay stress in a plane-wave calculation with a PAW-type overlap.

Result under test: the analytic pressure P_N is -dE/dV at a fixed list of
plane-wave indices.  The smoothed energy-volume curve at fixed cutoff Ec has
another pressure P_Ec, and
    P_N - P_Ec = (2/3) (Ec/V) dE/dEc <= 0   (the Pulay stress),
so relaxation with P_N stops at too small a volume.

Model (hartree atomic units): simple cubic cell of volume V, two electrons in
the lowest band, H = T + v + |p>(D + U rho)<p|, S = 1 + |p>s<p|, where v is a
Gaussian well, p a normalized Gaussian projector and rho = sum f |<p|psi>|^2.
The energy is sum f <psi|T + v + |p>D<p||psi> + U rho^2/2 + F(V), where F is
a smooth function of volume that does not depend on the basis.
"""
from itertools import combinations_with_replacement, permutations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

GPA = (physical_constants["Hartree energy"][0]
       / physical_constants["Bohr radius"][0] ** 3 / 1e9)

WELL_DEPTH, WELL_WIDTH = 2.0, 1.0
PROJ_WIDTH, D_ONSITE, U_ONSITE, S_AUG = 0.8, -0.8, 0.3, 0.3
A0, B0 = 5.0, 0.005            # target lattice constant and bulk modulus
CUTOFF, HIGH_CUTOFF = 5.0, 12.0
MESH = 8
V0 = A0 ** 3

# Irreducible points of the shifted cubic k mesh, in reciprocal-lattice units
fractions = [(2 * i + 1) / (2 * MESH) for i in range(MESH // 2)]
KPOINTS = list(combinations_with_replacement(fractions, 3))
WEIGHTS = [8 * len(set(permutations(k))) / MESH ** 3 for k in KPOINTS]
INTEGERS = np.array(list(product(range(-6, 7), repeat=3)), dtype=float)
ALL_WAVES = [INTEGERS + np.array(k) for k in KPOINTS]


def choose_waves(volume, cutoff):
    """For each k point, the k+G (in reciprocal units) below the cutoff."""
    unit = 2 * np.pi / volume ** (1 / 3)
    return [m[0.5 * unit ** 2 * (m ** 2).sum(1) < cutoff] for m in ALL_WAVES]


def solve(volume, waves):
    """Electronic energy, analytic pressure, pressure without overlap term."""
    unit2 = (2 * np.pi) ** 2 / volume ** (2 / 3)
    data = []
    for m in waves:
        m2 = (m ** 2).sum(1)
        q2 = unit2 * m2
        g2 = unit2 * (m2[:, None] + m2[None, :] - 2 * m @ m.T)
        well = (-WELL_DEPTH * (2 * np.pi) ** 1.5 * WELL_WIDTH ** 3 / volume
                * np.exp(-0.5 * g2 * WELL_WIDTH ** 2))
        proj = ((4 * np.pi * PROJ_WIDTH ** 2) ** 0.75 / np.sqrt(volume)
                * np.exp(-0.5 * q2 * PROJ_WIDTH ** 2))
        pp = np.outer(proj, proj)
        data.append((q2, g2, well, proj, pp, np.diag(q2 / 2) + well,
                     np.eye(len(m)) + S_AUG * pp))
    rho, previous = 1.4, None
    for _ in range(40):
        states, rho_out = [], 0.0
        for weight, (_, _, _, proj, pp, h_local, overlap) in zip(WEIGHTS, data):
            eps, vec = eigh(h_local + (D_ONSITE + U_ONSITE * rho) * pp, overlap,
                            subset_by_index=[0, 0], check_finite=False)
            amp = proj @ vec[:, 0]
            states.append((eps[0], vec[:, 0], amp))
            rho_out += 2 * weight * amp ** 2
        residual = rho_out - rho
        if abs(residual) < 1e-9:
            break
        if previous is None:
            step = residual
        else:
            step = -residual * (rho - previous[0]) / (residual - previous[1])
        previous = (rho, residual)
        rho += step
    else:
        raise RuntimeError("self-consistency not reached")
    energy = 0.5 * U_ONSITE * rho_out ** 2
    slope = slope_no_overlap = 0.0         # derivatives with respect to ln V
    for weight, (eps, c, amp), (q2, g2, well, proj, *_) in zip(
            WEIGHTS, states, data):
        energy += 2 * weight * (eps - U_ONSITE * rho * amp ** 2)
        d_local = (-(q2 / 3) @ c ** 2
                   + c @ (well * (-1 + g2 * WELL_WIDTH ** 2 / 3)) @ c)
        d_amp = (proj * (-0.5 + q2 * PROJ_WIDTH ** 2 / 3)) @ c
        d_eff = D_ONSITE + U_ONSITE * rho_out
        slope += 2 * weight * (d_local
                               + 2 * (d_eff - eps * S_AUG) * amp * d_amp)
        slope_no_overlap += 2 * weight * (d_local + 2 * d_eff * amp * d_amp)
    return energy, -slope / volume, -slope_no_overlap / volume


# Smooth volume term F = f1 (V0/V) + f2 (V0/V)^2 from the high-cutoff limit
h = 0.02
e_high, p_high, _ = solve(V0, choose_waves(V0, HIGH_CUTOFF))
p_up, p_down = [solve(V0 * x, choose_waves(V0 * x, HIGH_CUTOFF))[1]
                for x in (1 + h, 1 - h)]
b_electrons = -(p_up - p_down) / (2 * h)
f2 = 0.5 * V0 * (B0 - b_electrons + 2 * p_high)
f1 = -p_high * V0 - 2 * f2


def smooth_pressure(volume):
    x = V0 / volume
    return (f1 + 2 * f2 * x) * x ** 2 / V0


# Analytic pressure against finite differences at a fixed index list
waves0 = choose_waves(V0, CUTOFF)
e0, p0, p0_no_overlap = solve(V0, waves0)
h = 1e-4
p_difference = -(solve(V0 * (1 + h), waves0)[0]
                 - solve(V0 * (1 - h), waves0)[0]) / (2 * h * V0)
assert abs(p_difference - p0) * V0 < 1e-6
assert abs(p_difference - p0_no_overlap) * V0 > 1e-3

# Plane-wave count against the continuum law
n_mean = sum(w * len(m) for w, m in zip(WEIGHTS, waves0))
n_law = V0 * (2 * CUTOFF) ** 1.5 / (6 * np.pi ** 2)
assert abs(n_mean / n_law - 1) < 0.02

# One smooth piece of the fixed-cutoff curve, and the drop at its upper end
m2_all = np.concatenate([(m ** 2).sum(1) for m in ALL_WAVES])
entry_volumes = (2 * np.pi) ** 3 * (m2_all / (2 * CUTOFF)) ** 1.5
v_low = entry_volumes[entry_volumes < V0].max()
v_high = entry_volumes[entry_volumes > V0].min()
v_mid, dv = 0.5 * (v_low + v_high), 0.25 * (v_high - v_low)
e_right, e_left = [solve(v, choose_waves(v, CUTOFF))[0]
                   for v in (v_mid + dv, v_mid - dv)]
p_local = -(e_right - e_left) / (2 * dv)
p_mid = solve(v_mid, choose_waves(v_mid, CUTOFF))[1]
assert abs(p_local - p_mid) * V0 < 1e-5
e_after, e_before = [solve(v, choose_waves(v, CUTOFF))[0]
                     for v in (v_high * (1 + 1e-9), v_high * (1 - 1e-9))]
drop = e_after - e_before
assert drop < -1e-7

# Smoothed derivatives: cubic fits across many plane-wave steps
log_range = np.linspace(-0.15, 0.15, 21)
by_volume = np.array([solve(v, choose_waves(v, CUTOFF))[:2]
                      for v in V0 * np.exp(log_range)])
energy_fit = np.polynomial.Polynomial.fit(log_range, by_volume[:, 0], 3)
pressure_fit = np.polynomial.Polynomial.fit(log_range, by_volume[:, 1], 3)
by_cutoff = [solve(V0, choose_waves(V0, ec))[0]
             for ec in CUTOFF * np.exp(log_range)]
cutoff_fit = np.polynomial.Polynomial.fit(log_range, by_cutoff, 3)


def fixed_cutoff_pressure(volume):
    return (-energy_fit.deriv()(np.log(volume / V0)) / volume
            + smooth_pressure(volume))


p_cut = fixed_cutoff_pressure(V0)
p_analytic = pressure_fit(0.0) + smooth_pressure(V0)
de_dec = cutoff_fit.deriv()(0.0) / CUTOFF
pulay = 2 / 3 * CUTOFF / V0 * de_dec
assert de_dec < 0
# 10 percent: plane-wave steps left over by the finite k mesh
assert abs((p_analytic - p_cut) / pulay - 1) < 0.10
# The fixed-cutoff curve is nearly parallel to the high-cutoff curve
assert abs(p_cut) < 0.3 * abs(pulay)

# Approach of the analytic pressure to zero as the cutoff rises
cutoffs = [4.0, 5.0, 6.0, 8.0]
p_series = [solve(V0, choose_waves(V0, ec))[1] + smooth_pressure(V0)
            for ec in cutoffs]
assert all(x < y for x, y in zip(p_series, p_series[1:]))
assert p_series[-1] < 0

# Equilibrium volumes
v_analytic = brentq(lambda v: solve(v, waves0)[1] + smooth_pressure(v),
                    0.85 * V0, V0, xtol=1e-5 * V0)
v_cut = brentq(fixed_cutoff_pressure, 0.92 * V0, 1.08 * V0)
assert v_analytic < v_cut
assert abs(v_cut - V0) < 0.3 * abs(v_analytic - V0)

print(f"well depth {WELL_DEPTH} hartree, well width {WELL_WIDTH} bohr")
print(f"projector width {PROJ_WIDTH} bohr, overlap strength s {S_AUG}")
print(f"on-site D {D_ONSITE} hartree, U {U_ONSITE} hartree")
print(f"k mesh {MESH}x{MESH}x{MESH}, irreducible points {len(KPOINTS)}")
print(f"lattice constant {A0} bohr, volume V0 {V0:.1f} bohr^3")
print(f"bulk modulus {B0} hartree/bohr^3 = {B0 * GPA:.1f} GPa")
print(f"volume term f1 {f1:.5f} hartree, f2 {f2:.5f} hartree")
print(f"cutoff {CUTOFF} hartree, high cutoff {HIGH_CUTOFF} hartree")
print(f"mean plane-wave number {n_mean:.2f}, continuum law {n_law:.2f}")
print(f"basis error of energy at V0 {(e0 - e_high) * 1e3:.3f} mhartree")
print("Electronic pressure at V0, fixed index list:")
print(f"  analytic            {p0 * GPA:.4f} GPa")
print(f"  finite difference   {p_difference * GPA:.4f} GPa")
print(f"  overlap term left out {p0_no_overlap * GPA:.4f} GPa")
print("One smooth piece of the fixed-cutoff curve:")
print(f"  from {v_low:.4f} to {v_high:.4f} bohr^3")
print(f"  electronic pressure from local slope {p_local * GPA:.4f} GPa")
print(f"  analytic electronic pressure {p_mid * GPA:.4f} GPa")
print(f"  energy change at upper end {drop * 1e6:.2f} microhartree")
print("Total pressure at V0, smoothed over steps:")
print(f"  analytic P_N         {p_analytic * GPA:.3f} GPa")
print(f"  fixed cutoff P_Ec    {p_cut * GPA:.3f} GPa")
print(f"  difference P_N-P_Ec  {(p_analytic - p_cut) * GPA:.3f} GPa")
print(f"  dE/dEc               {de_dec:.6f} (dimensionless)")
print(f"  Pulay formula        {pulay:.4e} hartree/bohr^3")
print(f"  Pulay formula        {pulay * GPA:.3f} GPa")
print(f"  difference/formula   {(p_analytic - p_cut) / pulay:.3f}")
print("Total analytic pressure at V0 against cutoff:")
for ec, p in zip(cutoffs, p_series):
    print(f"  cutoff {ec:.1f} hartree: {p * GPA:.3f} GPa")
print("Equilibrium volumes:")
print(f"  fixed index list {v_analytic:.3f} bohr^3,"
      f" {100 * (v_analytic / V0 - 1):.2f} % from V0")
print(f"  fixed-cutoff fit {v_cut:.3f} bohr^3,"
      f" {100 * (v_cut / V0 - 1):.2f} % from V0")
print(f"  first-order estimate Pulay/B {100 * pulay / B0:.2f} %")
print(f"  effective cutoff of compressed list"
      f" {CUTOFF * (V0 / v_analytic) ** (2 / 3):.3f} hartree")
print("done: every assertion held")
```

Printed output:

```
well depth 2.0 hartree, well width 1.0 bohr
projector width 0.8 bohr, overlap strength s 0.3
on-site D -0.8 hartree, U 0.3 hartree
k mesh 8x8x8, irreducible points 20
lattice constant 5.0 bohr, volume V0 125.0 bohr^3
bulk modulus 0.005 hartree/bohr^3 = 147.1 GPa
volume term f1 -0.66666 hartree, f2 0.34449 hartree
cutoff 5.0 hartree, high cutoff 12.0 hartree
mean plane-wave number 67.22, continuum law 66.75
basis error of energy at V0 6.408 mhartree
Electronic pressure at V0, fixed index list:
  analytic            -10.2487 GPa
  finite difference   -10.2487 GPa
  overlap term left out -26.2049 GPa
One smooth piece of the fixed-cutoff curve:
  from 124.7527 to 125.6785 bohr^3
  electronic pressure from local slope -10.2201 GPa
  analytic electronic pressure -10.2201 GPa
  energy change at upper end -105.64 microhartree
Total pressure at V0, smoothed over steps:
  analytic P_N         -5.076 GPa
  fixed cutoff P_Ec    -0.095 GPa
  difference P_N-P_Ec  -4.981 GPa
  dE/dEc               -0.006427 (dimensionless)
  Pulay formula        -1.7140e-04 hartree/bohr^3
  Pulay formula        -5.043 GPa
  difference/formula   0.988
Total analytic pressure at V0 against cutoff:
  cutoff 4.0 hartree: -11.460 GPa
  cutoff 5.0 hartree: -4.996 GPa
  cutoff 6.0 hartree: -2.228 GPa
  cutoff 8.0 hartree: -0.425 GPa
Equilibrium volumes:
  fixed index list 121.316 bohr^3, -2.95 % from V0
  fixed-cutoff fit 124.919 bohr^3, -0.06 % from V0
  first-order estimate Pulay/B -3.43 %
  effective cutoff of compressed list 5.101 hartree
done: every assertion held
```
